# Output-Conductance Dispersion from a Drain-Coupled Buffer Trap

When the drain voltage of a field-effect transistor is raised by a small amount, the current rises at once and may then sag over microseconds to seconds. Measured with a small sine wave, the same device has one output conductance at low frequency and another at high frequency. A trap in the buffer beneath the channel can cause this: the drain shifts the potential of the trap, the trap slowly changes its charge, and the charge acts on the channel as a second gate from below. What has to be found is the size, sign and rate of the effect.

## Model and conventions

The channel lies on a buffer of thickness \(H\) and permittivity \(\varepsilon\), above a grounded conducting substrate. A sheet of \(N_T\) traps per area lies at depth \(d\) below the channel. Gate and source are at ac ground; the drain signal is the real part of \(v e^{j\omega t}\). Capacitances are per area, \(q>0\), and \(\delta\) marks a small change.

The assumptions are:

1. The trap has one level, and its response is local and lumped: the sheet below the source end of the gate is described by one potential \(\phi\).
2. The channel current is set by the channel charge at that source end, with a fixed injection velocity \(v_{\rm inj}\).
3. The channel potential there is fixed. Lemma 2 gives the correction.
4. Electrons at the trap are nondegenerate, and their quasi-Fermi level is \(-q\) times a potential that follows the drain as \(\lambda v\), with \(\lambda\) real and independent of frequency. If the source supplies the electrons, \(\lambda=0\).
5. Temperature is constant, terminal resistances vanish, and the signal is small: \(|\delta\phi-\lambda v|\ll kT/q\).

## Lemma 1: potential of the trap plane

**Statement.** With \(\delta Q\) the change of trap charge per area,
\[
\delta\phi=\kappa v+\frac{\delta Q}{C_\Sigma},\qquad C_\Sigma=C_b+C_s,\quad C_b=\frac{\varepsilon}{d},\quad C_s=\frac{\varepsilon}{H-d}.
\]
If the drain signal is a potential step at the drain edge of the gate, a distance \(a\) from the source end, then
\[
\kappa=\frac1\pi\arctan\frac{r\sin(\pi d/H)}{1-r\cos(\pi d/H)},\qquad r=e^{-\pi a/H}.
\]

**Proof.** Electrostatics is linear, so the contributions of drain and trap charge add. For a uniform sheet between grounded planes the fields are \(\delta\phi/d\) upward and \(\delta\phi/(H-d)\) downward. Gauss's law gives \(\delta Q=(C_b+C_s)\delta\phi\).

For the drain part, let \(z=x+iy\), with \(y=0\) at the substrate, \(y=H\) at the channel and \(x=0\) at the drain edge. The map \(w=e^{\pi z/H}\) takes the buffer to the upper half plane. The substrate becomes \(w>0\), and the part of the top plane that carries \(v\) becomes \(w<-1\). The function \(v\arg(1+w)/\pi\) is harmonic, equals \(v\) for \(w<-1\), and vanishes on the rest of the real axis, so it is the potential. At \(z=-a+i(H-d)\),
\[
1+w=1-r\cos(\pi d/H)+i\,r\sin(\pi d/H).
\]
The real part is positive, so the argument is the stated arctangent. ∎

The product \(C_d=\kappa C_\Sigma\) is the drain's share of the total capacitance; it is not added to \(C_\Sigma\).

## Lemma 2: the trap plane as a back gate

**Statement.** If \(g_m\) is the transconductance at fixed \(\phi\), the current responds to \(\phi\) with \(g_{mb}=g_mC_b/C_g\), where \(C_g\) is the gate-to-channel capacitance.

**Proof.** Let the channel potential move by \(\psi\), and let the magnitude of the electron charge rise by \(\delta\sigma=C_q\psi\), where \(C_q\) expresses the finite density of states. Gauss's law at the channel reads
\[
C_g(v_g-\psi)+C_b(\delta\phi-\psi)=C_q\psi .
\]
Solving for \(\psi\) and multiplying by \(C_q\),
\[
\delta\sigma=\frac{C_q}{C_q+C_g+C_b}\,(C_gv_g+C_b\,\delta\phi).
\]
The current is proportional to \(\sigma\), so the ratio of the two responses is \(C_b/C_g\). ∎

For \(C_q\to\infty\) the channel potential is fixed, as assumed, and \(g_m=v_{\rm inj}C_g\) per gate width. For finite \(C_q\) and fixed gate, \(\psi=C_b\delta\phi/(C_q+C_g+C_b)\), which lowers \(C_\Sigma\) by \(C_b^2/(C_q+C_g+C_b)\).

## Lemma 3: delayed trap charge

**Statement.** Let \(f\) be the static occupancy and \(e\) the emission rate. Then
\[
\delta Q=-\frac{C_t(\delta\phi-\lambda v)}{1+j\omega\tau_t},\qquad C_t=\frac{q^2N_Tf(1-f)}{kT},\qquad \tau_t=\frac{1-f}{e}.
\]

**Proof.** Let \(\eta\) be the quasi-Fermi level minus the trap level. Capture is proportional to the electron density, hence to \(e^{\eta/kT}\). In equilibrium it must balance emission at \(f/(1-f)=e^{\eta/kT}\), which fixes its prefactor:
\[
\frac{df}{dt}=e\left[e^{\eta/kT}(1-f)-f\right].
\]
A higher potential lowers the trap level, so \(\delta\eta=q(\delta\phi-\lambda v)\). Linearizing gives
\[
\frac{d\,\delta f}{dt}=-e\left(e^{\eta/kT}+1\right)\delta f+e(1-f)e^{\eta/kT}\frac{\delta\eta}{kT}.
\]
The static balance gives \(e^{\eta/kT}+1=1/(1-f)\) and \((1-f)e^{\eta/kT}=f\). With \(d/dt\to j\omega\), multiplication by \(\tau_t\) yields
\[
(1+j\omega\tau_t)\,\delta f=f(1-f)\frac{q(\delta\phi-\lambda v)}{kT}.
\]
Each captured electron adds \(-q\), so \(\delta Q=-qN_T\delta f\). ∎

## Theorem: dispersion of the output conductance

Let \(g_{ch}\) be the drain conductance at frozen \(\phi\). Under the assumptions above,
\[
g_{ds}(\omega)=g_{ch}+g_{mb}\kappa-\frac{\Delta g}{1+j\omega\tau},\qquad \Delta g=g_{mb}(\kappa-\lambda)s,
\]
\[
s=\frac{C_t}{C_\Sigma+C_t},\qquad \tau=\tau_t(1-s).
\]

**Proof.** Put \(u=\delta\phi-\lambda v\) and \(\rho=C_t/C_\Sigma\). Lemmas 1 and 3 give
\[
u=(\kappa-\lambda)v-\frac{\rho u}{1+j\omega\tau_t}
\quad\Rightarrow\quad
u=(\kappa-\lambda)v\,\frac{1+j\omega\tau_t}{1+\rho+j\omega\tau_t}.
\]
Adding \(\lambda v\), and writing the fraction as \(1-\rho/(1+\rho+j\omega\tau_t)\),
\[
\delta\phi=\kappa v-(\kappa-\lambda)v\,\frac{\rho}{1+\rho+j\omega\tau_t}.
\]
Divide numerator and denominator by \(1+\rho\). Since \(\rho/(1+\rho)=s\) and \(1/(1+\rho)=1-s\), the last fraction is \(s/(1+j\omega\tau)\). The current is \(g_{ch}v+g_{mb}\delta\phi\). ∎

**Sign.** The real part is \(g_{ch}+g_{mb}\kappa-\Delta g/(1+\omega^2\tau^2)\). It rises with frequency if \(\lambda<\kappa\): a higher drain voltage then fills the trap, and the added negative charge reduces the current. If \(\lambda>\kappa\), the quasi-Fermi level falls further than the trap level, the trap empties, and the conductance falls with frequency. Drain coupling alone does not fix the sign.

**Imaginary part.** It equals \(\Delta g\,\omega\tau/(1+\omega^2\tau^2)\), with extreme value \(\Delta g/2\) at \(\omega\tau=1\).

**Weak and strong trapping.** For \(C_t\ll C_\Sigma\), \(\Delta g\approx g_{mb}(\kappa-\lambda)C_t/C_\Sigma\) and \(\tau\approx\tau_t\). For \(C_t\gg C_\Sigma\), the trap pins its plane to \(\lambda v\) at low frequency. The step saturates at \(g_{mb}(\kappa-\lambda)\), while \(\tau\approx\tau_tC_\Sigma/C_t\) becomes short. Trap charge opposes the potential change that drives it, so less charge is needed and the response ends sooner.

**What \(g_{ch}\) absorbs.** The drain's instantaneous field at the channel need not equal \(\kappa v/d\). Any difference belongs to \(g_{ch}\) and leaves \(\Delta g\) unchanged.

## Corollary: drain steps

The factor \(1/(1+j\omega\tau)\) is a first-order lag, whose response to a unit step is \(1-e^{-t/\tau}\). After a small drain step \(v\),
\[
\delta I(t)=v\left[g_{ch}+g_{mb}\kappa-\Delta g\,(1-e^{-t/\tau})\right].
\]
For a large upward step with \(\lambda=0\), the occupancy can rise by at most \(1-f\). As long as free electrons in the buffer remain nondegenerate and carry negligible charge, Lemma 1 shows that the slow current loss tends to
\[
\Delta I_{\max}=g_{mb}\frac{qN_T(1-f)}{C_\Sigma}.
\]
Large steps up and down also differ in speed. Filling accelerates as \(e^{\eta/kT}\), whereas the rate equation gives \(df/dt\ge-ef\), so emptying is limited by emission.

## Proposition: apparent activation energy

Let the trap lie \(E_T\) below the conduction band, with \(e\propto T^2e^{-E_T/kT}\). This holds for a constant capture cross-section, since the thermal velocity varies as \(T^{1/2}\) and the band density as \(T^{3/2}\). Hold the voltages and all material parameters fixed. The slope of \(\ln[1/(\tau T^2)]\) against \(-1/kT\) is then
\[
E_{\rm app}=E_T-s\,kT-\eta(1-s)\left[f+s(1-2f)\right].
\]

**Proof.** Put \(\beta=1/kT\) and \(x=\beta\eta\), so that \(f=1/(1+e^{-x})\) and \(df=f(1-f)dx\). A change of occupancy shifts the trap plane:
\[
d\eta=-\frac{q^2N_T}{C_\Sigma}df=-\frac{\rho}{\beta}\,dx .
\]
Hence \(dx=\eta\,d\beta+\beta\,d\eta=\eta\,d\beta-\rho\,dx\), or \(dx/d\beta=\eta(1-s)\). From \(1/\tau=e(1+e^x)(1+\rho)\),
\[
\ln\frac{1}{\tau T^2}=\text{const}-\beta E_T+\ln(1+e^x)+\ln(1+\rho).
\]
The derivative of the third term is \(f\eta(1-s)\). Because \(\rho\propto\beta f(1-f)\), that of the last is
\[
s\,\frac{d\ln\rho}{d\beta}=s\left[kT+(1-2f)\eta(1-s)\right].
\]
Changing the sign of the total derivative gives the result. ∎

## Example: a gallium nitride transistor

Take rough typical values: a 20 nm barrier of relative permittivity 9.0, a 2000 nm buffer of 9.5, \(a=700\) nm (the gate length), \(d=200\) nm, and 350 K, where \(kT=30.16\) meV. The trap has \(E_T=0.55\) eV, \(N_T=5\times10^{11}\) cm⁻², cross-section \(10^{-15}\) cm² and \(\eta=0.10\) eV. The bias is 0.1 A/mm at 20 V, with \(v_{\rm inj}=5\times10^6\) cm/s, \(g_{ch}=4\) mS/mm and \(\lambda=0\).

The capacitances in µF/cm² are \(C_g=0.398\), \(C_b=0.0421\) and \(C_\Sigma=0.0467\). Lemma 1 gives \(\kappa=0.0476\). The occupancy is \(f=0.965\), so \(C_t=0.0898\) µF/cm² and
\[
s=\frac{0.0898}{0.0467+0.0898}=0.658 .
\]
With \(g_m=199\) mS/mm, \(g_{mb}=199\times0.0421/0.398=21.0\) mS/mm and
\[
\Delta g=21.0\times0.0476\times0.658=0.66\ \text{mS/mm}.
\]

The emission rate is the product of cross-section, thermal velocity \(\sqrt{3kT/m}\), band density \(2(mkT/2\pi\hbar^2)^{3/2}\) and \(e^{-E_T/kT}\). With \(m=0.20\) electron masses it is 960 s⁻¹. Thus \(\tau_t=0.035/960\ \text{s}=36.5\) µs and \(\tau=0.342\times36.5=12.5\) µs. The corner lies at 12.7 kHz; without feedback it would be at 4.4 kHz.

| \(\omega\tau\) | Re \(g_{ds}\) (mS/mm) | Im \(g_{ds}\) (mS/mm) |
|---|---|---|
| 0 | 4.34 | 0 |
| 0.1 | 4.35 | 0.07 |
| 1 | 4.67 | 0.33 |
| 10 | 4.99 | 0.07 |

With \(\lambda=0.1\) and all else held fixed, \(\Delta g=-0.73\) mS/mm and the dispersion is reversed.

A drain step of 1 V shifts the trap plane by 47.6 mV before the trap reacts. This exceeds \(kT/q\), so the linear law is only approximate. Solving the static occupancy equation numerically gives a slow loss of 0.59 mA/mm for +1 V and a slow recovery of 0.71 mA/mm for −1 V, against 0.66 from the linear law. At +4 V the loss is 1.25 mA/mm, close to the saturation limit of 1.26 mA/mm. The model cannot be carried on to +10 V: the band edge at the trap plane would then lie only about \(kT\) above the source Fermi level, and free electrons in the buffer would far outnumber the newly trapped ones. The recovery is a small case of current collapse: after the drain voltage drops, stored electrons hold the current down until they leave.

The apparent energy is
\[
0.55-0.020-0.10\times0.342\times0.353=0.518\ \text{eV},
\]
so reading the slope as the trap depth would give a value 0.03 eV too small. This counts only the feedback of trap charge, for purely thermal emission and a fixed channel potential; the last section gives further shifts of similar size.

## What a real device changes

The layer thicknesses, the trap depth and \(\eta\) are rough choices, not data of a particular transistor; in particular, \(\eta\) was not computed from the bias. If the trap sheet were the only charge in the buffer, a drain voltage of 20 V could pull the band edge deep in the buffer below the source Fermi level and fill the buffer with electrons. The example therefore presupposes other fixed charge that prevents this and sets \(\eta\). The model also requires a conducting substrate. The gate is long for radio-frequency use; a shorter one raises \(\kappa\). Real buffer traps fill a volume, and their density and cross-section vary widely, so the 12.7 kHz corner is an illustration, not a prediction.

Of the effects sized here, self-heating changes the conductance step most. Let the current fall by a fraction \(\alpha\) per kelvin and let \(R_{th}\) be the thermal resistance. A slow signal changes the power by \(Iv+V\,\delta I\), so \(\delta I=gv-\alpha IR_{th}(Iv+V\,\delta I)\), and the conductance drops by
\[
\frac{\alpha R_{th}I\,(I+Vg)}{1+\alpha R_{th}IV}.
\]
For rough values \(\alpha=0.002\) K⁻¹ and \(R_{th}=10\) K mm/W, with \(g=4.34\) mS/mm, this is 0.36 mS/mm, over half the trap step and of the same sign. A measured rise of conductance with frequency therefore does not by itself prove trapping.

The local approximation also fails in part, because traps nearer the drain feel more of its signal. A finite-difference solution of Laplace's equation, with the same \(C_t\) and \(\lambda=0\) along the sheet on the gate side of the drain edge, gives a step about 15% above the lumped one (16% in the limit of a fine grid). In a frequency scan with points 4% apart, the peak of the imaginary part falls one point above the lumped corner. Traps beyond the drain edge are left out of this solution. If they are included with the same \(C_t\), the low-frequency step is about 40% above the lumped one for \(\lambda=0\) beyond the edge, and about 4% above it for \(\lambda=1\) there. A uniform \(C_t\) is itself an idealization, since the 20 V bias shifts the trap level by volts along the sheet. Suppose the static occupancy follows that shift, with \(\lambda=0\), a uniform background offset and \(\eta=0.10\) eV at the source end. Then traps 100 nm or more toward the drain are full and inactive, while those 300 nm or more toward the source have about seven times the lumped \(C_t\). The step is about 28% below the lumped one, and the peak moves to \(\omega\tau\approx0.4\). Even the sign of the nonlocal correction thus depends on the occupancy profile.

A single parabolic subband gives \(C_q=5.23\) µF/cm² at this bias, which lowers the transconductance at fixed trap charge by 7% and \(C_\Sigma\) by 0.7%. The channel potential then also drifts with temperature, which lowers \(E_{\rm app}\) by about 0.005 eV. Below the source end, the drain field at the trap, from the map of Lemma 1, and the field \(qN_Tf/\varepsilon\) of the trap sheet add to at most 0.14 MV/cm, about 5% of a rough breakdown field of 3 MV/cm. Directly below the drain edge the same sum is about 0.4 MV/cm. This says nothing about the much higher field at the gate edge.

For field-assisted emission, let an electron be excited to an energy \(E\) below the band edge and tunnel through the remaining triangular barrier. The gain \(E/kT-4\sqrt{2m}\,E^{3/2}/(3\hbar qF)\) has the maximum \((\hbar qF)^2/[24m(kT)^3]\). Keeping only this exponent raises emission by 12%. Summing the tunnelling contributions over all energies and adding them to the thermal emission, a common alternative, gives a factor of about 2.8 at the same field. The emission rate, and with it the corner frequency, is therefore uncertain by roughly that factor. Because the enhancement grows on cooling, it also lowers the apparent energy at fixed field, by 0.01 eV in the first estimate and 0.04 eV in the second, comparable to the 0.03 eV from feedback. Both estimates apply to an acceptor-like trap, which is neutral after emission and does not attract the departing electron by a Coulomb force.

The theorem fails if electrons reach the trap through a resistive buffer on the time scale of \(\tau\). Then \(\lambda\) depends on frequency, and a single relaxation time no longer describes the response.
